# Saturated Uptake and Growth per Cycle on a Gently Rough Surface

A surface has height $h(x,y)$ above a reference plane. The height is single-valued and smooth, so there are no overhangs, and its slopes are small compared with one. The surface is either periodic or statistically homogeneous. Angle brackets denote an average over projected area, that is, over the $xy$ plane, and

$$u=|\nabla h|^2=h_x^2+h_y^2,\qquad m=\langle u\rangle .$$

Here $h_x=\partial h/\partial x$, and $m$ is the mean squared slope of the full two-dimensional gradient.

In each cycle of atomic layer deposition a self-limiting reaction runs to saturation everywhere. It binds $\Gamma$ atoms per unit of true surface area, with the same $\Gamma$ at every tilt. A calibrated balance or X-ray fluorescence measurement gives the number of atoms per unit of projected area, $\Gamma_{\rm proj}$. The problem is to relate the two, to see whether the relation lasts as the film thickens, and to obtain the needed slope from roughness data.

## (a) Uptake as an average over the plane

**Question.** Express $\Gamma_{\rm proj}/\Gamma$ through $u$. What would change if the dose were too small to saturate the surface?

**Solution.** A step $dx$ in the plane moves a point on the surface by $(1,0,h_x)\,dx$, and a step $dy$ moves it by $(0,1,h_y)\,dy$. The area of the parallelogram they span is the length of their cross product:

$$(1,0,h_x)\times(0,1,h_y)=(-h_x,-h_y,1),$$

$$dA=W\,dx\,dy,\qquad W=\sqrt{1+h_x^2+h_y^2}=\sqrt{1+u}.$$

The patch binds $\Gamma\,dA=\Gamma W\,dx\,dy$ atoms. Summing over the surface and dividing by the projected area gives

$$\frac{\Gamma_{\rm proj}}{\Gamma}=\langle W\rangle=\langle\sqrt{1+u}\rangle .$$

This rests on saturation. If the dose delivers fewer atoms per projected area than $\Gamma\langle W\rangle$, the uptake cannot exceed the delivery, however large the true area is. The area ratio then no longer determines the uptake.

## (b) Gentle slopes

**Question.** Find the leading effect of roughness, with a bound on what is neglected. How does the answer change if $\Gamma$ depends on tilt?

**Solution.** For $u\ge 0$ there is an upper bound on the root, because

$$\left(1+\frac u2\right)^2=1+u+\frac{u^2}{4}\ \ge\ 1+u
\quad\Rightarrow\quad \sqrt{1+u}\le 1+\frac u2 .$$

For a lower bound, define $f(u)=\sqrt{1+u}-1-u/2+u^2/8$. Its derivatives are

$$f'(u)=\frac{1}{2\sqrt{1+u}}-\frac12+\frac u4,\qquad
f''(u)=\frac14\left[1-(1+u)^{-3/2}\right]\ge 0 .$$

Since $f(0)=f'(0)=0$ and $f''\ge0$, it follows that $f(u)\ge0$. Averaging both bounds gives

$$1+\frac m2-\frac{\langle u^2\rangle}{8}\ \le\ \frac{\Gamma_{\rm proj}}{\Gamma}\ \le\ 1+\frac m2 .$$

If all heights are multiplied by a small factor $\varepsilon$, then $m$ scales as $\varepsilon^2$ and $\langle u^2\rangle$ as $\varepsilon^4$. To leading order, therefore,

$$\boxed{\frac{\Gamma_{\rm proj}}{\Gamma}=1+\frac m2}$$

The rule never underestimates the area. Its error, relative to the excess $m/2$ that it predicts, is at most $\langle u^2\rangle/(4m)$.

A numerical check uses the periodic surface

$$h=a\left[\cos X+0.8\cos Y+0.7\cos(X+Y)+0.3\cos 2X\right],$$

with $X=kx$, $Y=ky$, $k=2\pi/L$ and $L=100$ nm. Each cosine of amplitude $b$ and wavevector $\mathbf q$ contributes $b^2q^2/2$ to $m$, so

$$m=\frac{k^2a^2}{2}\left(1+0.64+2\times0.49+4\times0.09\right)=1.49\,k^2a^2 .$$

For $a=1$ nm this is $0.00588$. Adding up the areas of small triangles laid on the surface, and extrapolating from two grids to zero spacing, gives an area ratio of $1.0029330$, against $1+m/2=1.0029411$. The difference is $0.993$ of the bound $\langle u^2\rangle/8$. Doubling $a$ multiplies the difference by $15.7$, close to the factor $2^4=16$ of a fourth-order remainder.

Now let the site density depend on tilt. If $\Gamma(u)=\Gamma(1+\alpha u)$, then

$$(1+\alpha u)\sqrt{1+u}=1+\left(\tfrac12+\alpha\right)u+O(u^2),$$

and the factor becomes $1+(\tfrac12+\alpha)m$. The coefficient one half is thus purely geometric, and a tilt-dependent chemistry alters it at the same order. If the extra sites sit at atomic steps whose density is proportional to $|\nabla h|=\sqrt u$, so that $\Gamma(u)=\Gamma(1+\beta\sqrt u)$, the leading change is $\beta\langle|\nabla h|\rangle$. This is of first order in the slope and outweighs $m/2$ when the slopes are small enough.

## (c) Many cycles

**Question.** Each cycle adds a thin layer of thickness $g$ measured along the surface normal. After $n$ cycles the normal thickness is $t=ng$. Does the factor found in (b) also apply to the film volume per projected area, $V$?

**Solution.** Take $g$ much smaller than the radii of curvature, so that $t$ can be treated as continuous. The unit normal is $(-h_x,-h_y,1)/W$, and its angle $\theta$ to the vertical obeys $\cos\theta=1/W$. When a nearly flat patch advances by $dt$ along its normal, its height at fixed $(x,y)$ rises by $dt/\cos\theta$. Hence

$$\frac{\partial h}{\partial t}=W,\qquad \frac{dV}{dt}=\langle W\rangle .$$

The surface changes shape as it grows, so the change of $\langle W\rangle$ is needed. From $W^2=1+|\nabla h|^2$,

$$\frac{\partial W}{\partial t}=\frac{\nabla h\cdot\nabla(\partial h/\partial t)}{W}
=\frac{\nabla h\cdot\nabla W}{W}=\frac{\nabla h\cdot\nabla u}{2W^2},$$

where the last step uses $\nabla W=\nabla u/(2W)$. To leading order $W^2$ may be replaced by 1. The product rule gives $\nabla h\cdot\nabla u=\nabla\cdot(u\nabla h)-u\nabla^2h$, and the average of the divergence vanishes on a periodic or homogeneous surface. Therefore

$$\frac{d\langle W\rangle}{dt}=-\frac12\,K,\qquad K=\langle u\,\nabla^2h\rangle .$$

$K$ is of third order in the height. It also stays constant while the front remains smooth. Inserting $\partial h/\partial t=W$ and integrating by parts gives $dK/dt=\langle W[\nabla^2u-2\nabla\cdot(\nabla h\,\nabla^2h)]\rangle=-4\langle W(h_{xx}h_{yy}-h_{xy}^2)\rangle$. With $F(h_x,h_y)$ chosen so that $\partial F/\partial h_x=W$, the averaged quantity equals $\partial_x(Fh_{yy})-\partial_y(Fh_{xy})$, a divergence, so $dK/dt=0$. With $K$ at its initial value,

$$\frac Vt=\frac1t\int_0^t\left(\langle W\rangle_0-\frac{K}{2}t'\right)dt'
=\langle W\rangle_0-\frac{tK}{4}
=1+\frac m2-\frac{tK}{4}+O(h^4),$$

at fixed $t$ and fixed lateral scale. The factor $1+m/2$ therefore holds for the whole film to second order in the height. The growth per cycle deduced from the amount of material is

$$G=\frac Vn=g\,\frac Vt\simeq g\left(1+\frac m2\right),$$

while a thickness read along the local normal, divided by $n$, gives $g$.

The sign of the correction has a simple meaning. Parts that are convex towards the gas ($\nabla^2h<0$) spread as they advance, and concave parts shrink. $K$ is the average of $\nabla^2h$ weighted by $u$, so the size of the curvature counts as well as its sign; when this weighted average is negative, the area grows. For parallel ridges $K=\langle h_x^2h_{xx}\rangle=\langle\partial_x(h_x^3/3)\rangle=0$ whatever the profile. Turning the surface upside down reverses the sign of $K$, so $K$ vanishes for surfaces whose statistics are the same for $h$ and $-h$.

Since $|K|\le m\max|\nabla^2h|$, the cubic term is at most a fraction $\tfrac12\,t\max|\nabla^2h|$ of the excess $m/2$. It is small when the film is thin compared with the radii of curvature. Once $t$ exceeds the smallest radius of curvature in the valleys, the advancing front folds into creases and this derivation ends.

For the surface of part (b) with $a=0.25$ nm, displacing the surface along its normals and integrating the enclosed volume gives a slope of $V/t$ against $t$ of $3.408\times10^{-8}$ nm$^{-1}$. The prediction $-K/4$ is $3.409\times10^{-8}$ nm$^{-1}$.

## (d) Slope from roughness data

**Question.** Let $h$ have zero mean and an isotropic correlation function $C(r)=\langle h(\mathbf x)h(\mathbf x+\mathbf r)\rangle$. Find $m$ for $C=\sigma^2e^{-r^2/\xi^2}$. What does a single line scan show, and what is lost if heights are sampled at a finite spacing $p$?

**Solution.** Differentiating $C$ with respect to $r_j$ gives $\langle h(\mathbf x)\,h_j(\mathbf x+\mathbf r)\rangle$. By homogeneity this equals $\langle h(\mathbf x-\mathbf r)\,h_j(\mathbf x)\rangle$. A second derivative, with respect to $r_i$, brings a minus sign:

$$\partial_i\partial_jC(\mathbf r)=-\langle h_i(\mathbf x-\mathbf r)\,h_j(\mathbf x)\rangle
\quad\Rightarrow\quad \langle h_ih_j\rangle=-\partial_i\partial_jC(0).$$

Setting $i=j$ and summing gives $m=-\nabla^2C(0)$. Near the origin $C=\sigma^2(1-r^2/\xi^2+\dots)$, and $\nabla^2r^2=4$ in two dimensions, so

$$m=\frac{4\sigma^2}{\xi^2},\qquad \frac{\Gamma_{\rm proj}}{\Gamma}\simeq1+\frac{2\sigma^2}{\xi^2}.$$

The rms height $\sigma$ alone does not fix the uptake. At equal $\sigma$, doubling the correlation length $\xi$ reduces $m$ fourfold, and with it the excess as long as the leading term is enough.

A line scan along $x$ measures $\langle h_x^2\rangle$. On an isotropic surface this is $m/2$, and the factor reads $1+\langle h_x^2\rangle$, without the one half. On a surface of parallel ridges scanned across the ridges, $h_y=0$ and $m=\langle h_x^2\rangle$, so the factor is $1+\tfrac12\langle h_x^2\rangle$.

With sampled heights the slope is replaced by a difference quotient. In one direction its mean square is

$$\frac{\langle[h(\mathbf x+p\,\mathbf e)-h(\mathbf x)]^2\rangle}{p^2}=\frac{2[C(0)-C(p)]}{p^2}.$$

The sum over two perpendicular directions is

$$m_p=\frac{4[C(0)-C(p)]}{p^2}=\frac{4\sigma^2}{p^2}\left(1-e^{-p^2/\xi^2}\right)<m,$$

because $1-e^{-s}<s$ for $s>0$. The true slope is recovered for $p\ll\xi$.

The choice of correlation function matters here. For $C=\sigma^2e^{-r/\xi}$ the same formula gives $m_p\simeq4\sigma^2/(p\,\xi)$ at small $p$, which grows without limit as $p\to0$. Such a surface has no mean squared slope until a smallest lateral scale is named. For uptake, the size of the adsorbed species is a lower limit for that scale, because the picture of sites spread evenly over a smooth surface cannot be used below it. The slopes at such a scale need not be small: with $\sigma=1$ nm, $\xi=10$ nm and $p=0.5$ nm the formula gives $m_p\approx0.8$, too large for the rule $1+m/2$ to be accurate.

## (e) Where the leading term stops being enough

**Question.** For an isotropic surface with Gaussian height statistics, find $\langle W\rangle$ without assuming small slopes, and determine how large $m$ may be.

**Solution.** Gaussian statistics means here that the heights at any set of points are jointly Gaussian; a Gaussian histogram of single heights would not be enough. Slopes are limits of linear combinations of heights, so $h_x$ and $h_y$ at one point are jointly Gaussian too, with zero mean and, by isotropy, variance $m/2$ each. They are independent, since $\langle h_xh_y\rangle=-\partial_x\partial_yC(0)=0$. Their joint density is $e^{-u/m}/(\pi m)$. In the plane of slopes, the ring between $u$ and $u+du$ has area $\pi\,du$, so $u$ has the density

$$P(u)=\frac1m\,e^{-u/m},\qquad \langle u^2\rangle=2m^2,\qquad \langle u^3\rangle=6m^3 .$$

Integration by parts gives

$$\langle W\rangle=\int_0^\infty\sqrt{1+u}\;\frac{e^{-u/m}}{m}\,du
=1+\int_0^\infty\frac{e^{-u/m}}{2\sqrt{1+u}}\,du .$$

Substitute $1+u=w^2$, so that $du=2w\,dw$:

$$\langle W\rangle=1+e^{1/m}\int_1^\infty e^{-w^2/m}\,dw
=1+\frac{\sqrt{\pi m}}{2}\,e^{1/m}\,\mathrm{erfc}\!\left(\frac1{\sqrt m}\right).$$

For small $m$, use $\sqrt{1+u}=1+u/2-u^2/8+R$. Taylor's theorem gives $0\le R\le u^3/16$, because the third derivative of the root is positive and largest at $u=0$, where it equals $3/8$. Averaging,

$$\langle W\rangle=1+\frac m2-\frac{m^2}{4}+O(m^3).$$

The rule of part (b) thus overestimates the excess area by a fraction of about $m/2$. To know the excess to 5% one needs $m\lesssim0.1$, an rms slope of about $0.3$. In the opposite limit of large $m$ the closed form tends to $\sqrt{\pi m}/2$: the area then grows in proportion to the rms slope instead of its square.

## (f) Numbers

**Question.** Take round model parameters: $\sigma=1$ nm, $\xi=10$ nm with the Gaussian correlation function, $\Gamma=4$ atoms/nm², $g=0.1$ nm and 20 cycles. Find the uptake and the apparent growth per cycle. Assess the effect of sampling the heights every 5 nm, and of tripling $\sigma$.

**Solution.** The mean squared slope and the area factor are

$$m=\frac{4\times1^2}{10^2}=0.04,\qquad 1+\frac m2=1.02 .$$

The projected uptake is $4\times1.02=4.08$ atoms/nm², and the apparent growth per cycle is $0.1\times1.02=0.102$ nm. The closed form of part (e) gives $1.0196$ for the area ratio. Triangulated areas of 24 simulated surfaces average $1.0197\pm0.0002$, where the uncertainty is the standard error of the mean.

The 20 cycles make a film of normal thickness 2 nm. On one simulated surface, with its own $m=0.0402$, the film volume gives $V/t=1.0197$, against $1+m/2=1.0201$. The enhancement therefore persists through this model film, as part (c) predicts. Gaussian statistics are the same for $h$ and $-h$, so $K$ averages to zero and this case does not test the cubic term. The result assumes the same normal growth $g$ everywhere from the first cycle; a real film with a nucleation delay, island growth or roughening by crystallisation lies outside the model.

Sampling at $p=5$ nm, half the correlation length, gives

$$m_p=\frac{4}{25}\left(1-e^{-0.25}\right)=0.0354,\qquad 1+\frac{m_p}2=1.0177 .$$

The inferred excess is $0.0177$ instead of $0.0200$, about 12% too low relative to the latter. The simulated surfaces, sampled in the same way, give $m_p=0.0356$.

With $\sigma=3$ nm and the same $\xi$, the mean squared slope rises ninefold to $0.36$. The leading rule predicts $1.180$, while the closed form gives $1.158$ and the triangulated surfaces $1.158\pm0.001$. The excess is overestimated by $0.0225/0.1575\approx14\%$, although the total uptake is wrong by only about 2%. Whether the leading term suffices thus depends on whether the uptake itself or its increase due to roughness is wanted. The numerical output below lists the slopes and area ratios from which these errors follow.

## Computed results

```
Wavy test surface, period 100 nm
amplitude 1 nm: mean squared slope = 0.005882
  area ratio from triangles = 1.0029330
  1 + m/2 = 1.0029411
  defect / (<u^2>/8) = 0.9927
amplitude 2 nm: mean squared slope = 0.023529
  area ratio from triangles = 1.0116371
  1 + m/2 = 1.0117646
  defect / (<u^2>/8) = 0.9719
defect ratio on doubling amplitude = 15.663
Film on wavy surface, amplitude 0.25 nm
d(V/t)/dt from volume = 3.40777e-08 per nm
d(V/t)/dt predicted   = 3.40932e-08 per nm
Random surfaces: sigma = 1.0 nm, xi = 10.0 nm
number of surfaces = 24, side = 320 nm
m = 4 sigma^2/xi^2 = 0.0400
m simulated = 0.04023 +/- 0.00033
line-scan mean squared slope simulated = 0.02024
leading area ratio 1 + m/2 = 1.02000
Gaussian closed form = 1.01962
triangles = 1.01969 +/- 0.00016
sampling pitch = 5.0 nm
m at this pitch, formula = 0.03539
m at this pitch, simulated = 0.03556
area ratio inferred at this pitch = 1.01770
Rougher surface: sigma = 3.0 nm, same xi
m = 0.3600
leading area ratio = 1.1800
Gaussian closed form = 1.1575
triangles = 1.1580 +/- 0.0012
Growth example
uptake per true area = 4.000 atoms/nm^2
uptake per projected area = 4.080 atoms/nm^2
normal growth per cycle = 0.1000 nm
apparent growth per cycle = 0.1020 nm
cycles = 20, normal thickness = 2.0 nm
one simulated surface: m = 0.04022
  its 1 + m/2 = 1.02011
  its film volume ratio V/t = 1.01971
  its apparent growth per cycle = 0.10197 nm
```
